# The Demagnetizing Trace Rule and the Uniformly Magnetized Cube, part 1

(Sections cited here and not found follow in the second part.)

## The trace rule and the symmetry of the cube

A magnetic memory element stores a bit in the direction of its magnetization. The element also sits in a field of its own making. Magnetization that ends on a surface leaves magnetic charge there, and the field of that charge acts back on the whole body. In a long pillar magnetized along its axis the charged ends are small and far apart, and the opposing field is weak. In a thin plate magnetized along its normal the charged faces are large and close, and the field is strong. The difference in energy between directions can hold a bit in place.

A cube is a less obvious case. It has no long axis, but it is not round either: a body diagonal is longer than an edge, and its corners produce strongly uneven fields. Does a uniformly magnetized cube prefer some direction? The answer follows from two facts. One is a sum rule valid for a body of any shape, and the other is the symmetry of the cube.

### The field of a uniform magnetization

Let a body of volume \(V\) carry the same magnetization \(\mathbf M\) at every point. There are no free currents and nothing depends on time. In Gaussian units

\[
\nabla\cdot\mathbf B=0,\qquad \mathbf B=\mathbf H+4\pi\mathbf M,\qquad \mathbf H=-\nabla\phi .
\tag{1}
\]

Here \(\mathbf H\) is the field of the body alone; an applied field would be added to it. A volume element at \(\mathbf r'\) has the dipole moment \(\mathbf M\,d^3r'\). Summing the dipole potentials gives

\[
\phi(\mathbf r)=\int_V \frac{\mathbf M\cdot(\mathbf r-\mathbf r')}{|\mathbf r-\mathbf r'|^3}\,d^3r' .
\tag{2}
\]

The kernel is a gradient, since \(\nabla(1/|\mathbf r-\mathbf r'|)=-(\mathbf r-\mathbf r')/|\mathbf r-\mathbf r'|^3\). Its singularity grows as the inverse square of the distance, which a volume integral tolerates, so the gradient may be taken outside the integral. With \(\mathbf M\) constant,

\[
\phi=-\mathbf M\cdot\nabla F,\qquad
F(\mathbf r)=\int_V\frac{d^3r'}{|\mathbf r-\mathbf r'|}.
\tag{3}
\]

The function \(F\) depends on the shape of the body and not on its magnetization. Now \(H_i=-\partial_i\phi\), and the two minus signs cancel:

\[
H_i=M_j\,\partial_i\partial_jF=-4\pi N_{ij}M_j,\qquad
N_{ij}(\mathbf r)=-\frac1{4\pi}\,\partial_i\partial_jF(\mathbf r).
\tag{4}
\]

Repeated indices are summed. The dimensionless tensor \(N_{ij}\) is the local demagnetizing tensor. It is symmetric because the order of the two derivatives does not matter. Some authors absorb the factor \(4\pi\) into the tensor; every trace below is then multiplied by \(4\pi\).

### From the volume to the surface

A second derivative taken directly under the integral in (3) would give an inverse-cube singularity at an interior point. It is safer to go to the surface after the first derivative. The distance depends only on \(\mathbf r-\mathbf r'\), so a derivative with respect to \(\mathbf r\) is minus the derivative with respect to \(\mathbf r'\):

\[
\partial_jF=-\int_V\partial'_j\frac1{|\mathbf r-\mathbf r'|}\,d^3r' .
\tag{5}
\]

If \(\mathbf r\) lies inside the body, cut out a ball of radius \(\varepsilon\) around it. The omitted part of the integral is at most \(\int_0^\varepsilon 4\pi s^2\,s^{-2}ds=4\pi\varepsilon\). In the remaining region the divergence theorem applies. It produces an integral over the outer surface and one over the small sphere, and the latter is at most \(4\pi\varepsilon^2/\varepsilon=4\pi\varepsilon\). Both corrections vanish with \(\varepsilon\), so

\[
\partial_jF=-\oint_S\frac{n'_j\,dS'}{|\mathbf r-\mathbf r'|},
\tag{6}
\]

where \(\mathbf n'\) is the outward normal at \(\mathbf r'\). For a point off the surface the integrand is now smooth, and a further derivative can be taken under the integral. With \(\partial_i(1/|\mathbf r-\mathbf r'|)=(r'-r)_i/|\mathbf r'-\mathbf r|^3\), equations (4) and (6) give

\[
N_{ij}(\mathbf r)=\frac1{4\pi}\oint_S
\frac{n'_j\,(r'-r)_i}{|\mathbf r'-\mathbf r|^3}\,dS' .
\tag{7}
\]

This is Coulomb's law for the surface charge density \(\mathbf M\cdot\mathbf n'\). Multiplying (7) by \(-4\pi M_j\) gives the field \((\mathbf r-\mathbf r')/|\mathbf r-\mathbf r'|^3\) of each charge element.

### The trace is a solid angle

Set \(i=j\) in (7) and sum:

\[
N_{ii}(\mathbf r)=\frac1{4\pi}\oint_S
\frac{\mathbf n'\cdot\mathbf s}{s^3}\,dS',\qquad \mathbf s=\mathbf r'-\mathbf r .
\tag{8}
\]

The integral is the signed solid angle under which the closed surface is seen from \(\mathbf r\). To evaluate it, note that for \(s\neq0\)

\[
\partial'_i\frac{s_i}{s^3}=\frac{3}{s^3}-\frac{3s_is_i}{s^5}=0 .
\tag{9}
\]

For an exterior point, \(s\) is nowhere zero in the body, and the divergence theorem makes the surface integral vanish. For an interior point, cut out a small ball of radius \(\varepsilon\). By (9) the flux through the outer surface equals the flux through the small sphere, which is \(\varepsilon^{-2}\times4\pi\varepsilon^2=4\pi\). Therefore

\[
N_{xx}+N_{yy}+N_{zz}=
\begin{cases}1,&\mathbf r\ \text{inside the body},\\ 0,&\mathbf r\ \text{outside}.\end{cases}
\tag{10}
\]

No symmetry has been used. The rule holds at each point off the surface, before any averaging.

Its meaning can be read from three experiments on the same body. Magnetize it to the same strength \(M\) along \(x\), then \(y\), then \(z\), and each time record at one interior point the field component opposing the magnetization. The three readings add up to \(4\pi M\). A change of shape that lowers the opposing field for one direction must raise it for another. At an exterior point the three readings add up to zero, as they do for a single dipole.

A lopsided body shows that the separate components are free while their sum is not. Take the closed surface around the origin given by

\[
x^2+\frac{y^2}{1.44}+\frac{z^2}{0.64}+0.12\,x^3+0.10\,xyz+0.06\,y^3=1 .
\tag{11}
\]

Differentiating a numerical evaluation of \(F\) at the interior point \((0.15,-0.20,0.10)\) gives the diagonal elements 0.3268, 0.2533 and 0.4199, with sum 1.0000. At the exterior point \((1.5,1.2,0.9)\) they are \(-0.0175\), 0.0038 and 0.0137, with sum zero to the digits shown.

### The averaged tensor and the energy

The field inside a body generally varies from point to point, so one number per direction requires an average. Define

\[
\langle N_{ij}\rangle=\frac1V\int_V N_{ij}(\mathbf r)\,d^3r .
\tag{12}
\]

For a body with flat faces the local tensor can diverge at edges, so the existence of this integral needs an argument. Let \(D\) be the largest distance between two points of the body, and let \(d\) be the distance from \(\mathbf r\) to the plane of one face. The integrand of (7) is at most \(1/s^2\) in magnitude, and that face contributes at most

\[
\frac1{4\pi}\int_0^D\frac{2\pi\rho\,d\rho}{\rho^2+d^2}
=\frac14\ln\!\left(1+\frac{D^2}{d^2}\right).
\tag{13}
\]

A logarithm of the distance to a plane is integrable across that plane. The average therefore exists, and the average of (10) over the interior is

\[
\langle N_{xx}\rangle+\langle N_{yy}\rangle+\langle N_{zz}\rangle=1 .
\tag{14}
\]

The volume average is the one that enters the energy. The magnetostatic energy is half the sum of the energies of all dipoles in the field of the others, because each pair must be counted once:

\[
E=-\frac12\int_V\mathbf M\cdot\mathbf H\,d^3r
=2\pi V\,M_i\langle N_{ij}\rangle M_j .
\tag{15}
\]

This energy cannot be negative. Since \(\nabla\cdot\mathbf B=0\), one has \(\mathbf B\cdot\mathbf H=-\nabla\cdot(\phi\mathbf B)\). The potential and the normal component of \(\mathbf B\) are continuous at the surface of the body, so no term arises there. On a distant sphere of radius \(r\), \(\phi\mathbf B\) falls as \(r^{-5}\) while the area grows as \(r^2\). Hence

\[
\int_{\text{all space}}\mathbf B\cdot\mathbf H\,d^3r=0,
\qquad
E=\frac1{8\pi}\int_{\text{all space}}H^2\,d^3r\ge0 .
\tag{16}
\]

The second statement follows by inserting \(\mathbf B=\mathbf H+4\pi\mathbf M\) into the first, which gives \(-\int_V\mathbf M\cdot\mathbf H\,d^3r=(1/4\pi)\int H^2d^3r\). By (15), each averaged factor \(\langle N_{xx}\rangle\), \(\langle N_{yy}\rangle\), \(\langle N_{zz}\rangle\) is therefore at least zero. Together with (14), each lies between zero and one.

### What a rotation does to the tensor

Suppose a rotation \(R\) about the origin carries the body onto itself. In

\[
F(R\mathbf r)=\int_V\frac{d^3r'}{|R\mathbf r-\mathbf r'|}
\]

substitute \(\mathbf r'=R\mathbf r''\). The new variable runs over the same body, the volume element is unchanged, and \(|R\mathbf r-R\mathbf r''|=|\mathbf r-\mathbf r''|\). Thus

\[
F(R\mathbf r)=F(\mathbf r).
\tag{17}
\]

Differentiate this equality twice with respect to \(\mathbf r\). Each derivative brings one factor of \(R\) by the chain rule:

\[
\partial_i\partial_jF(\mathbf r)
=R_{ki}R_{lj}\,(\partial_k\partial_lF)(R\mathbf r).
\tag{18}
\]

In matrix form \(N(\mathbf r)=R^{T}N(R\mathbf r)R\). Multiplying by \(R\) on the left and by \(R^T\) on the right, with \(RR^T=1\), gives

\[
N(R\mathbf r)=R\,N(\mathbf r)\,R^{T}.
\tag{19}
\]

Equivalent points of a symmetric body thus have tensors that are rotated copies of each other; they need not be equal. When (19) is averaged over the body, the left side gives \(\langle N\rangle\), because \(R\mathbf r\) runs over the same volume as \(\mathbf r\):

\[
\langle N\rangle=R\,\langle N\rangle\,R^{T}.
\tag{20}
\]

### The cube

Place the origin at the centre of the cube and the axes parallel to its edges. Three rotations suffice.

A half-turn about \(z\) has \(R=\mathrm{diag}(-1,-1,1)\). Equation (20) then reads \(\langle N_{xz}\rangle=-\langle N_{xz}\rangle\) and \(\langle N_{yz}\rangle=-\langle N_{yz}\rangle\), so both vanish. A half-turn about \(x\), with \(R=\mathrm{diag}(1,-1,-1)\), gives \(\langle N_{xy}\rangle=0\) in the same way. The averaged tensor is diagonal.

A turn of \(120^\circ\) about the body diagonal \([111]\) carries the \(x\) axis into \(y\), \(y\) into \(z\), and \(z\) into \(x\). The \(yy\) element of (20) becomes \(\langle N_{yy}\rangle=\langle N_{xx}\rangle\), and the \(zz\) element becomes \(\langle N_{zz}\rangle=\langle N_{yy}\rangle\). The three diagonal elements are equal.

Symmetry goes no further than this. It shows that the tensor is a multiple of the unit matrix, but it cannot give the multiple. The trace rule (14) does: three equal numbers with sum one are each one-third, and

\[
\boxed{\;\langle N_{ij}\rangle_{\text{cube}}=\tfrac13\,\delta_{ij}\;}
\tag{21}
\]

The mean field and the energy follow from (4) and (15):

\[
\langle\mathbf H\rangle=-\frac{4\pi}{3}\mathbf M,\qquad
E=\frac{2\pi}{3}M^2V .
\tag{22}
\]

The mean field is always opposite to \(\mathbf M\), and neither its size nor the energy depends on how \(\mathbf M\) is oriented relative to the edges. As long as the magnetization stays uniform, the shape of a cube gives it no preferred direction.

### Comparison with a sphere

Equation (22) also holds for a sphere of the same volume, but the sphere has a stronger property. Its \(F\) depends only on the distance \(r\) from the centre. Equations (4) and (10) say that \(\nabla^2F=-4\pi\) inside, so \((r^2F')'=-4\pi r^2\). The solution that remains finite at the centre is \(F'=-4\pi r/3\), hence \(F=F(0)-2\pi r^2/3\) and

\[
N_{ij}(\mathbf r)=\tfrac13\delta_{ij}\quad\text{at every interior point of a sphere.}
\tag{23}
\]

In the cube, (21) holds for the average. At two sets of points, symmetry and the local trace rule (10) together fix the diagonal elements. The centre is left in place by all the rotations used above, so (19) restricts the local tensor there as (20) restricts the average, and \(N_{ij}(0)=\delta_{ij}/3\). A point on a body diagonal is left in place by the \(120^\circ\) turn about that diagonal. Its three diagonal elements are therefore each one-third, while its off-diagonal elements need not vanish.

## Local fields, pillars and the limits of uniform magnetization

The first half considered a body with uniform magnetization \(\mathbf M\), whose own field is \(H_i=-4\pi N_{ij}M_j\). The local tensor \(N_{ij}(\mathbf r)\) is the surface integral (7). Its trace is one inside the body, and its volume average \(\langle N_{ij}\rangle\) determines the energy through (15). For a cube \(\langle N_{ij}\rangle=\delta_{ij}/3\). In what follows the cube has edge \(L\), its centre is the origin, and its edges are parallel to the axes.

### The field inside the cube

For \(N_{zz}\), only the two faces normal to \(z\) contribute to (7). Their contribution is the solid angle under which they are seen, so \(N_{zz}=(\Omega_{\text{top}}+\Omega_{\text{bottom}})/4\pi\). Each face can be divided into four rectangles that meet at the foot of the perpendicular from \(\mathbf r\). A rectangle with sides \(a,b\) at distance \(d\) subtends

\[
\omega=\int_0^a\!\!\int_0^b\frac{d\;du\,dv}{(u^2+v^2+d^2)^{3/2}}
=\int_0^a\frac{b\,d\;du}{(u^2+d^2)\sqrt{u^2+b^2+d^2}} ,
\tag{24}
\]

where the \(v\) integral used \(\int_0^b dv\,(w^2+v^2)^{-3/2}=b/(w^2\sqrt{w^2+b^2})\) with \(w^2=u^2+d^2\). The remaining integral is an arctangent. Let \(Q=\sqrt{u^2+b^2+d^2}\) and \(t=ub/(dQ)\). Then

\[
\frac{dt}{du}=\frac{b(b^2+d^2)}{d\,Q^3},\qquad
1+t^2=\frac{(u^2+d^2)(b^2+d^2)}{d^2Q^2},
\]

and the quotient of the two is the integrand of (24). Hence

\[
\omega(a,b,d)=\arctan\frac{ab}{d\sqrt{a^2+b^2+d^2}} .
\tag{25}
\]

At the centre of the cube, \(a=b=d=L/2\) and \(\omega=\arctan(1/\sqrt3)=\pi/6\). Eight such rectangles give \(N_{zz}=8(\pi/6)/4\pi=1/3\), as symmetry and the trace rule require. Just inside the centre of the top face, that face fills a half-space and contributes \(2\pi/4\pi=1/2\). The opposite face adds \(4\arctan(0.25/\sqrt{1.5})/4\pi=0.064\), so \(N_{zz}=0.564\). A quarter-turn about \(z\) leaves this point in place, which makes \(N_{xx}=N_{yy}\), and the trace rule gives \(N_{xx}=(1-0.564)/2=0.218\).

For \(N_{xz}\), integrate (7) over the same two faces. The \(x'\) integral of \((x'-x)/s^3\) is \(-1/s\), and the \(y'\) integral of \(1/s\) is an inverse hyperbolic sine. With \(\sigma_i=\pm1\) labelling the faces and \(d_i=L/2-\sigma_ir_i\) the distance to face \(\sigma_i\) (no sum over \(i\)),

\[
N_{xz}=-\frac1{4\pi}\sum_{\sigma_x,\sigma_y,\sigma_z}
\sigma_x\sigma_z\,\operatorname{arsinh}\frac{d_y}{\sqrt{d_x^2+d_z^2}} .
\tag{26}
\]

Near the edge where the faces \(+x\) and \(+z\) meet, \(\rho=\sqrt{d_x^2+d_z^2}\) is small for two terms of the sum. Each of them grows as \(\ln(1/\rho)\), so \(N_{xz}\) behaves as \(-(1/2\pi)\ln(1/\rho)\). For \(\mathbf M\) along \(+z\) the sideways field \(H_x=-4\pi N_{xz}M\) is positive there and points out of the cube. This is the field spreading away from the positive charge on the top face. Equation (26) is odd in \(z\), so near the bottom edge the sideways field points inward.

A uniformly magnetized cube has an averaged demagnetizing factor of one-third along every direction, so its shape gives it no preferred direction, even though its local field is uneven. It remains to calculate the factors of rectangular boxes, to find how tall a square pillar must be to hold a bit, and to examine what changes when the magnetization can bend.
